# Why an effusion cell's flux starts high when its shutter opens

**Q.** I keep a praseodymium effusion cell at temperature behind a closed shutter. When I open the shutter, the flux starts high and then sinks to a steady value. Does opening the shutter heat the melt?

**A.** No, it cools it. A closed shutter faces the hot melt and sends some of its radiation back. Opening it removes this return at once, but the melt has a heat capacity, so its temperature cannot jump. The first atoms leave a melt still at its closed-shutter temperature. The melt then cools until heater supply and radiation loss balance again, and evaporation falls with it.

The "overshoot" is therefore measured against the new steady flux. In this model the evaporation rate never rises above its closed-shutter value.

**Q.** How much radiation does the shutter return? It is only a metal plate.

**A.** Take a brim-full crucible with a flat melt of radius $a$, area $A$ and temperature $T$, and a coaxial shutter disc of radius $b$ at distance $h$. Surfaces are grey and diffuse, the radiation leaving each disc is uniform, and the surroundings are black at $T_c$. We first need $F_{12}$, the fraction of radiation leaving the melt that strikes the shutter.

The two rims lie on one sphere, of radius $\rho$. Let $z_1$ and $z_2$ be the distances from the disc planes to its centre, positive towards the other disc. Then $z_1+z_2=h$ and $a^2+z_1^2=b^2+z_2^2=\rho^2$. Inserting $z_2=h-z_1$ gives

$$z_1=\frac{h^2+b^2-a^2}{2h}.$$

Replace each disc by the spherical cap on its outer side. A line through both discs meets both caps, and conversely, so the exchange is unchanged. For two points on the sphere a chord $s$ apart, both angles to the normals obey $\cos\theta=s/(2\rho)$. The exchange kernel is then constant:

$$\frac{\cos\theta_1\cos\theta_2}{\pi s^2}=\frac{1}{4\pi\rho^2}.$$

The caps have heights $h_i=\rho-z_i$ and areas $2\pi\rho h_i$, so

$$AF_{12}=\frac{(2\pi\rho h_1)(2\pi\rho h_2)}{4\pi\rho^2}=\pi h_1h_2 .$$

The same exchange read backwards gives $F_{21}=AF_{12}/(\pi b^2)$.

For $a=1.5$ cm, $b=1.6$ cm and $h=1.0$ cm, $F_{12}=0.564$ and $F_{21}=0.495$. The product $\Phi=F_{12}F_{21}=0.279$ governs the round trip.

**Q.** But the shutter absorbs some of that radiation. Isn't it then lost?

**A.** Not all of it: a warm shutter re-emits from both faces, and the front face sends its share back. Subtract the background $\sigma T_c^4$ from every radiative flux density. Let $j_1$ and $j_2$ be what then leaves the melt and the shutter front, per unit area, and let $w_s=\sigma(T_s^4-T_c^4)$ for a shutter at temperature $T_s$.

With front and back emissivities $\varepsilon_f$ and $\varepsilon_b$, the steady shutter absorbs as much as it emits:

$$\varepsilon_fF_{21}j_1=(\varepsilon_f+\varepsilon_b)w_s .$$

Its front face emits and reflects, so

$$j_2=\varepsilon_fw_s+(1-\varepsilon_f)F_{21}j_1
=F_{21}j_1\left[1-\varepsilon_f+\frac{\varepsilon_f^2}{\varepsilon_f+\varepsilon_b}\right].$$

Since $-\varepsilon_f+\varepsilon_f^2/(\varepsilon_f+\varepsilon_b)=-\varepsilon_f\varepsilon_b/(\varepsilon_f+\varepsilon_b)$, this is

$$j_2=RF_{21}j_1,\qquad R=1-\frac{\varepsilon_f\varepsilon_b}{\varepsilon_f+\varepsilon_b}.$$

The melt, with emissivity $\varepsilon$ and $w=\sigma(T^4-T_c^4)$, emits $\varepsilon w$ and reflects part of what returns:

$$j_1=\varepsilon w+(1-\varepsilon)F_{12}j_2=\varepsilon w+(1-\varepsilon)\Phi Rj_1
\quad\Rightarrow\quad j_1=\frac{\varepsilon w}{1-(1-\varepsilon)\Phi R}.$$

It absorbs $\varepsilon F_{12}j_2$. Dividing by its own net emission $\varepsilon w$ gives the returned fraction

$$r=\frac{F_{12}j_2}{w}=\frac{\varepsilon\Phi R}{1-(1-\varepsilon)\Phi R}.$$

With $\varepsilon=0.30$ and $\varepsilon_f=\varepsilon_b=0.25$, $R=0.875$ and

$$r=\frac{0.30\times0.279\times0.875}{1-0.70\times0.279\times0.875}=0.088 .$$

A shutter still at $T_c$ only reflects, so $R=1-\varepsilon_f=0.75$ and $r=0.074$. Most of the return here is thus reflection. A black shutter held at $T_c$ would have $R=0$: it would block the atoms as well as any other, yet opening it would cause no thermal transient.

**Q.** How far does the melt cool?

**A.** That depends on the heater. Suppose its temperature $T_h$ is held fixed and it exchanges heat with the crucible by radiation through an effective area $B$. Treat melt and crucible as one body of heat capacity $C$. In the closed steady state, at $T_0$,

$$B\sigma(T_h^4-T_0^4)=(1-r)A\varepsilon\sigma(T_0^4-T_c^4).$$

After opening,

$$C\frac{dT}{dt}=B\sigma(T_h^4-T^4)-A\varepsilon\sigma(T^4-T_c^4).$$

Write $T=T_0+\theta$ and keep first order, $T^4\approx T_0^4+4T_0^3\theta$. The closed balance replaces the heater term at $T_0$, and the constant terms add up to minus the lost return:

$$C\frac{d\theta}{dt}=-\Delta Q-K\theta,$$

$$\Delta Q=rA\varepsilon\sigma(T_0^4-T_c^4),\qquad K=4\sigma T_0^3(B+A\varepsilon).$$

Put $u=\theta+\Delta Q/K$. Then $C\,du/dt=-Ku$ with $u(0)=\Delta Q/K$, so

$$\theta(t)=-\Delta T\left(1-e^{-t/\tau}\right),\qquad \Delta T=\frac{\Delta Q}{K},\qquad \tau=\frac{C}{K}.$$

For $T_c^4\ll T_0^4$ the drop reduces to

$$\frac{\Delta T}{T_0}\approx\frac r4\,\frac{A\varepsilon}{B+A\varepsilon}.$$

Strong heater coupling, $B\gg A\varepsilon$, suppresses it. The heat capacity sets how long the cooling takes, not how far it goes.

**Q.** Please put in numbers for my cell.

**A.** Take $T_0=1500$ K, $T_c=300$ K, $A=7.07$ cm² and $B=6.0$ cm². The open melt would radiate 60.8 W net at $T_0$, so the lost return is $\Delta Q=0.0884\times60.8=5.37$ W.

The heater contributes 0.459 W/K to $K$ and the melt's own radiation 0.162 W/K, together 0.622 W/K. A melt 0.5 cm deep holds 6.9 J/K and the crucible 12.0 J/K, so $C=18.9$ J/K. Hence

$$\Delta T=\frac{5.37}{0.622}=8.6\ \mathrm{K},\qquad \tau=\frac{18.9}{0.622}=30\ \mathrm{s}.$$

**Q.** Less than nine kelvin in 1500 K is about half a percent. Can that matter to the flux?

**A.** Yes, because vapour pressure depends steeply on temperature. With latent heat $L$ per atom, taken as constant, an ideal vapour obeys $d\ln p/dT=L/(kT^2)$. For unit evaporation coefficient the emitted flux is $J=p/\sqrt{2\pi mkT}$, where $m$ is the atomic mass. Therefore

$$\beta=\left.\frac{d\ln J}{d\ln T}\right|_{T_0}=\frac{L}{kT_0}-\frac12 .$$

For $L=3.4$ eV, $\beta=25.8$. The temperature still to be lost at time $t$ is $\Delta Te^{-t/\tau}$. Linearising $\ln J$, rather than $J$, gives

$$\frac{J(t)}{J_\infty}=\exp\left(\frac{\beta\Delta T}{T_0}e^{-t/\tau}\right).$$

The initial exponent is $25.8\times8.645/1500=0.149$, so the flux starts $e^{0.149}-1=16\%$ above its final value. The excess is 5.7% after 30 s and 0.3% after 120 s.

For the flux at the substrate, let a point on the axis lie at distance $D$. With cosine emission, a melt ring of radius $x$ contributes $J D^2\,2\pi x\,dx/[\pi(D^2+x^2)^2]$. Integrating from 0 to $a$ gives

$$J_{\rm sub}=JD^2\left[\frac1{D^2}-\frac1{D^2+a^2}\right]=J\frac{a^2}{D^2+a^2}.$$

With $D=20$ cm and a vapour pressure of $10^{-4}$ Torr at $T_0$, the full fourth-power balance takes this flux from $4.27\times10^{13}$ to $3.68\times10^{13}$ atoms/(cm² s).

**Q.** Can I trust the linearisation?

**A.** For this drop, yes. Integrating the fourth-power balance gives a drop of 8.72 K instead of 8.65 K and an overshoot of 16.3% instead of 16.0%. Halving $r$ reduces the error in the drop by a factor of 4.03, as expected for a neglected second-order term.

**Q.** What if my supply holds heater power constant instead?

**A.** Suppose all that power reaches the crucible. The heater no longer delivers more as the crucible cools, so $B$ drops out of $K$ and only 0.162 W/K remains. With the same $C$ and $r$, and neglecting the heater's own heat capacity, which would lengthen the transient, the linear estimates become

$$\Delta T=\frac{5.37}{0.162}=33\ \mathrm{K},\qquad \tau=\frac{18.89}{0.1623}\approx116\ \mathrm{s}.$$

The fourth-power balance gives 34 K, a $1/e$ time of 122 s and an overshoot of 83%. Here the linear law is less accurate: its exponent, $25.8\times33.1/1500=0.57$, gives only 77%.

In the lumped model, however, the initial relative slope is the same in both modes:

$$\left.\frac{d\ln J}{dt}\right|_0=-\frac{\beta\Delta T}{T_0\tau}=-\frac{\beta\Delta Q}{CT_0}=-0.49\%\ \mathrm{s^{-1}}.$$

At the first instant the heater has not yet responded to any cooling, so $K$ cancels.

**Q.** And if a controller holds the crucible itself at constant temperature?

**A.** In the lumped model the melt is then held too, and the transient vanishes. A real melt can still cool at its surface. Suppose all heat enters through the base and crosses the melt by conduction alone, without convection. This is a limiting case. It puts about 20 K across even this shallow melt, probably enough to start surface-tension-driven flow, which would move the results below towards the lumped ones. The melt, with thermal conductivity $\kappa=0.20$ W/(cm K) and depth $d=0.5$ cm, conducts $\kappa A/d=2.83$ W/K. With the base fixed, the surface drops by $5.37/(2.83+0.162)=1.8$ K, which leaves an overshoot of about 3%.

With the heater temperature fixed instead, the melt's resistance acts in series with the heater coupling:

$$\Delta T_{\rm surface}=\frac{5.37}{0.162+\left(1/0.459+1/2.83\right)^{-1}}=9.6\ \mathrm{K}.$$

This linear estimate takes the heater coupling at $T_0$, although the base is about 20 K hotter; the fourth-power balance gives 9.5 K. The overshoot rises from 16% to 18%. About 13% of this surface drop belongs to modes faster than the main 30 s decay, so the early flux falls more steeply than a single exponential in temperature predicts: by about 2.2% in the first second, where the lumped model gives 0.5%.

**Q.** Have you left out anything else of that size?

**A.** Uneven illumination of the shutter. Let $f$ be the local fraction of radiation that a shutter point sends to the melt. By reciprocity a uniform melt illuminates that point in proportion to $f$, and the reflected light returns with weight $f$ again. The return thus involves the mean of $f^2$, which exceeds the square of the mean when $f$ varies. Resolving both discs into rings, with the shutter at one temperature, raises $r$ from 0.088 to 0.095, or by 7%. Most of this rise comes from the uneven illumination of the shutter, the rest from uneven reflection by the melt.

If this correction and the melt's resistance simply multiply, the exponent becomes $0.149\times1.07\times1.115=0.178$, an overshoot of roughly 19%. That product is an estimate, not a combined calculation. It also keeps all surfaces diffuse. Mirror-like reflection with direction-independent emissivities would shift $r$ by up to about 5% either way. A clean liquid metal also emits and absorbs more strongly towards grazing angles. At the same hemispherical emissivity this sends less radiation to the shutter and absorbs less of the return, lowering $r$ by roughly 10%.

Evaporative cooling is much smaller. Atoms that stick to the shutter carry away the same latent heat as atoms that leave, so opening causes no step in this loss. Its change with temperature adds 0.08% to $K$.

**Q.** Does it matter how long the shutter was closed?

**A.** Yes. Start from the open steady state and close the shutter for a time $t_c$. To leading order in $r$, the same $K$ governs the warming, so the melt regains $\Delta T(1-e^{-t_c/\tau})$. For $t_c=30$ s this is 63% of the full drop, and the next overshoot is about 10%.

This assumes that the shutter reaches its steady temperature, 824 K here, at once. If it stayed cold throughout, the return would be smaller by $0.074/0.088$, and the overshoot would be about 8%. A warming shutter lies between these cases.

**Q.** How much extra material lands on my sample?

**A.** Express it as extra time at the final flux. With $q=\beta\Delta T/T_0$ and $v=t/\tau$, expand the exponential and integrate term by term:

$$\tau\int_0^\infty\left(e^{qe^{-v}}-1\right)dv
=\tau\sum_{n=1}^{\infty}\frac{q^n}{n\,n!}
\approx\tau\left(q+\frac{q^2}{4}\right)=4.7\ \mathrm{s}.$$

With the heater temperature fixed, a deposition much longer than $\tau$ therefore gains about 4.7 s worth of material in the linear estimate, and 4.8 s in the fourth-power balance. At fixed heater power the fourth-power balance gives about 88 s. If a second shutter near the substrate returns negligible radiation to the cell, you can open the cell shutter first and wait. With the heater temperature fixed, the remaining excess after 120 s is 0.3%. At fixed heater power it is still about 26%, and it takes about 11 minutes to fall to 0.3%.

**Q.** How close is this example to a real cell?

**A.** The praseodymium data and emissivities are rough typical values; the geometry and heater coupling are chosen. The 0.5 cm melt is shallow for an effusion cell. At 3 cm, with all else fixed, $C$ would be about 53 J/K and the lumped time constant about 86 s. But $\kappa A/d$ would fall to 0.47 W/K, comparable with the heater coupling. If heat entered only from below and moved by conduction alone, one melt temperature would then no longer suffice. Convection, which this model omits, would reduce the temperature differences in so deep a melt.

A real charge also sinks below the rim as it is used. The crucible wall then joins the radiation exchange, and $r$ must be recalculated; I have not sized that change. Heater control moves the result most among the cases worked out here: from 16% at fixed heater temperature to 83% at fixed power. The numerical output lists the inputs and results for both.

## Values computed for the example and the checks

```
Melt T0, surroundings Tc: 1500, 300 K
Melt radius, shutter radius, gap: 1.5, 1.6, 1.0 cm
Emissivity melt, shutter front, back: 0.3, 0.25, 0.25
Melt area A, heater exchange area B: 7.069, 6.000 cm2
Melt depth: 0.50 cm; density: 6.50 g/cm3
Melt specific heat: 0.30 J/(g K)
Melt thermal conductivity: 0.20 W/(cm K)
Latent heat: 3.40 eV/atom; atomic mass: 140.9 u
Vapour pressure at T0: 1.0e-04 Torr
Substrate distance, radius: 20.0, 2.5 cm
Shutter radius needed to shade substrate: 1.55 cm
View factors F12, F21: 0.5637, 0.4954; product 0.2792
Shutter return R, warm and cold: 0.875, 0.750
Returned fraction r, warm shutter: 0.0884
Returned fraction r, cold shutter (reflection only): 0.0736
Steady closed-shutter temperature of shutter: 824 K
Net melt emission, open, at T0: 60.78 W
Lost radiation return dQ: 5.374 W
Heater temperature: 1608.3 K
Conductance heater, melt radiation, sum K: 0.4593, 0.1623, 0.6216 W/K
Heat capacity melt, crucible, sum C: 6.89, 12.00, 18.89 J/K
Temperature drop, linear and full: 8.645, 8.721 K
Time constant, linear and full 1/e time: 30.39, 30.76 s
Flux exponent beta: 25.804
Overshoot, linear balance and full: 16.03, 16.29 %
Initial flux slope, linear: -0.489 %/s
Excess flux at 10 s, linear and full: 11.30, 11.53 %
Excess flux at 30 s, linear and full: 5.70, 5.88 %
Excess flux at 60 s, linear and full: 2.09, 2.19 %
Excess flux at 120 s, linear and full: 0.29, 0.31 %
Largest error of linear flux ratio: 0.00254
Error ratio of drop when r is halved: 4.027
Beam flux at substrate, initial: 4.274e+13 /(cm2 s)
Beam flux at substrate, final: 3.675e+13 /(cm2 s)
Fixed power: drop linear, full: 33.11, 34.26 K
Fixed power: time constant linear, full: 116.4, 122.0 s
Fixed power: overshoot, full: 82.8 %
Ring-resolved r: 0.0945; change from uniform: 6.92 %
Ring mesh shift of r, 20 to 40 rings: 0.0241 %
Conducting melt: surface drop 9.640 K, overshoot 18.04 %
Conducting melt: slow time constant 30.50 s, fast share of drop 12.9 %
Slab mesh shift of time constant, 20 to 40 cells: 1.4e-04 s
Evaporative heat loss: 0.0294 W
Evaporative conductance / K: 0.081 %
```
